# Armchair graphene nanoribbons: width classes and band gaps in tight binding: a numerical check

```python
"""Gaps of armchair graphene nanoribbons in nearest-neighbour tight binding.

Result under test, for N dimer lines, hopping t, delta = pi/(3(N+1)):
  N = 3m   : gap = 2t [sqrt(3) sin(delta) - (1 - cos(delta))]
  N = 3m+1 : gap = 2t [sqrt(3) sin(delta) + (1 - cos(delta))]
  N = 3m+2 : gap = 0
The bands are E = +-t sqrt(1 + 4 c cos(kL/2) + 4 c^2), c = cos(p pi/(N+1)),
p = 1..N, with period L = 3a and bond length a.
Independent road: atoms are placed in the plane, bonds are found by distance,
and the Bloch Hamiltonian is diagonalized.
Units: energy in Ry, length in Bohr radii a0.
"""
import numpy as np
from scipy.constants import physical_constants

RY_IN_EV = physical_constants["Rydberg constant times hc in eV"][0]
t = 0.2
a = 2.7
L = 3 * a
k_grid = np.linspace(-np.pi / L, np.pi / L, 41)
CENTRE = 20  # index of k = 0


def find_bonds(N):
    """Return atom rows and a list of bonds (i, j, displacement along x)."""
    x, y, row = [], [], []
    for line in range(1, N + 1):
        start = 0.0 if line % 2 else 1.5 * a
        for offset in (0.0, a):
            x.append(start + offset)
            y.append(line * np.sqrt(3) * a / 2)
            row.append(line)
    x, y = np.array(x), np.array(y)
    bonds = []
    for shift in (-2, -1, 0, 1, 2):
        dx = x[None, :] + shift * L - x[:, None]
        dy = y[None, :] - y[:, None]
        near = np.abs(np.hypot(dx, dy) - a) < 1e-6
        bonds += [(i, j, dx[i, j]) for i, j in zip(*np.nonzero(near))]
    return row, bonds


def numerical_bands(N, k_values, edge_change=0.0):
    """Diagonalize; edge dimer bonds have hopping t(1 + edge_change)."""
    row, bonds = find_bonds(N)
    k_values = np.asarray(k_values)
    H = np.zeros((len(k_values), 2 * N, 2 * N), dtype=complex)
    for i, j, dx in bonds:
        edge_dimer = row[i] == row[j] and row[i] in (1, N)
        hopping = t * (1 + edge_change) if edge_dimer else t
        H[:, i, j] -= hopping * np.exp(1j * k_values * dx)
    assert np.allclose(H, H.conj().transpose(0, 2, 1))
    return np.linalg.eigvalsh(H)


def numerical_gap(N, edge_change=0.0):
    """Gap at half filling and the grid index of the conduction minimum."""
    E = numerical_bands(N, k_grid, edge_change)
    return E[:, N].min() - E[:, N - 1].max(), int(np.argmin(E[:, N]))


def formula_gap(N):
    delta = np.pi / (3 * (N + 1))
    if N % 3 == 2:
        return 0.0
    sign = -1 if N % 3 == 0 else 1
    return 2 * t * (np.sqrt(3) * np.sin(delta) + sign * (1 - np.cos(delta)))


def cosine_gap(N):
    m = N // 3
    if N % 3 == 0:
        return t * (4 * np.cos(m * np.pi / (3 * m + 1)) - 2)
    if N % 3 == 1:
        return t * (2 - 4 * np.cos((m + 1) * np.pi / (3 * m + 2)))
    return 0.0


def wide_estimate(N):
    return 2 * np.pi * t / (np.sqrt(3) * (N + 1))


def mode_factors(N):
    return 1 + 2 * np.cos(np.arange(1, N + 1) * np.pi / (N + 1))


# Coordination: four edge atoms have two neighbours, all others three.
for N in (7, 8, 9):
    _, bonds = find_bonds(N)
    counts = np.bincount([b[0] for b in bonds], minlength=2 * N)
    assert np.sum(counts == 2) == 4 and np.sum(counts == 3) == 2 * N - 4

# Full band structure against direct diagonalization.
band_error = 0.0
for N in (2, 7, 8, 9):
    c = np.cos(np.arange(1, N + 1) * np.pi / (N + 1))
    phase = np.cos(k_grid * L / 2)[:, None]
    positive = t * np.sqrt(np.maximum(1 + 4 * c * phase + 4 * c**2, 0))
    predicted = np.sort(np.hstack([positive, -positive]), axis=1)
    error = np.abs(predicted - numerical_bands(N, k_grid)).max()
    band_error = max(band_error, error)
# The square root turns rounding of 1e-16 into about 1e-8 at a zero.
assert band_error < 1e-7

# Classification, closed gaps, position of the gap, side of the wide limit.
gaps = {}
gap_error = 0.0
for N in range(2, 31):
    gaps[N], place = numerical_gap(N)
    assert place == CENTRE
    gap_error = max(gap_error, abs(gaps[N] - formula_gap(N)),
                    abs(gaps[N] - cosine_gap(N)))
    if N % 3 == 2:
        assert gaps[N] < 1e-10
    elif N % 3 == 0:
        assert 1e-3 < gaps[N] < wide_estimate(N)
    else:
        assert gaps[N] > wide_estimate(N)
    if N % 3 != 2:
        closest_mode = int(np.argmin(np.abs(mode_factors(N)))) + 1
        assert closest_mode == 2 * (N // 3) + 1
assert gap_error < 1e-10

# Wide ribbons: the leading correction is about half a percent here.
for N in (60, 61):
    assert abs(numerical_gap(N)[0] / wide_estimate(N) - 1) < 0.01

# Gapless ribbon: the sine-shaped band is present at every k. It is the
# lowest conduction band only near k = 0, where all other modes are higher.
energies_8 = numerical_bands(8, k_grid)
sine_band = 2 * t * np.abs(np.sin(k_grid * L / 4))
distance = np.abs(energies_8 - sine_band[:, None]).min(axis=1)
assert distance.max() < 1e-10
central = np.abs(k_grid * L) < 1
assert np.abs(energies_8[central, 8] - sine_band[central]).max() < 1e-10
assert energies_8[-1, 8] < sine_band[-1] - 0.1 * t
small_k = 1e-3 / L
slope = numerical_bands(8, [small_k])[0, 8] / small_k
assert abs(slope / (1.5 * t * a) - 1) < 1e-6

# Strengthened edge dimers open a gap; first order holds for a small change.
for N in (5, 8, 11):
    eta_small = 1e-3
    ratio = numerical_gap(N, eta_small)[0] / (6 * eta_small * t / (N + 1))
    assert abs(ratio - 1) < 0.01
eta = 0.1
edge_gap = numerical_gap(8, eta)[0]
edge_first_order = 6 * eta * t / 9
assert edge_gap > 0.01 * t

print(f"hopping t = {t:.3f} Ry = {t * RY_IN_EV:.4f} eV")
print(f"bond length a = {a:.2f} a0, period L = {L:.2f} a0")
print(f"1 Ry = {RY_IN_EV:.6f} eV")
print("Mode factors f_p = 1 + 2 cos(p pi/(N+1)), no unit:")
for N in (7, 8, 9):
    entries = [f"{round(f, 4) + 0.0:.4f}" for f in mode_factors(N)]
    print(f" N={N}, p=1..{N}: " + " ".join(entries))
print("Main results from diagonalization:")
for N in (7, 8, 9):
    p_min = int(np.argmin(np.abs(mode_factors(N)))) + 1
    width = (N - 1) * np.sqrt(3) * a / 2
    gap = abs(gaps[N])
    print(f" N={N}: width {width:.3f} a0, gap-setting mode p={p_min}")
    print(f"   gap/t = {gap / t:.5f}, gap = {gap:.5f} Ry"
          f" = {gap * RY_IN_EV:.4f} eV")
    if N != 8:
        print(f"   delta = {np.pi / (3 * (N + 1)):.5f} rad,"
              f" wide-ribbon estimate = {wide_estimate(N):.5f} Ry")
print("Families, gap from diagonalization:")
for N in range(4, 13):
    print(f" N={N}, N mod 3 = {N % 3}: gap = {abs(gaps[N]):.5f} Ry")
print(f"N=8 band slope at small k = {slope:.5f} Ry a0")
print("N=8 at the zone edge k = pi/L:")
print(f" sine-shaped band = {sine_band[-1]:.5f} Ry")
print(f" lowest conduction energy = {energies_8[-1, 8]:.5f} Ry")
print(f"N=8, edge dimer hopping raised by {100 * eta:.0f} percent:")
print(f" gap = {edge_gap:.5f} Ry = {edge_gap * RY_IN_EV:.4f} eV")
print(f" first-order gap = {edge_first_order:.5f} Ry")
print(f"largest band error, N=2,7,8,9: {band_error:.1e} Ry")
print(f"largest gap error, N=2..30: {gap_error:.1e} Ry")
print("all assertions hold")
```

Running it gives:

```
hopping t = 0.200 Ry = 2.7211 eV
bond length a = 2.70 a0, period L = 8.10 a0
1 Ry = 13.605693 eV
Mode factors f_p = 1 + 2 cos(p pi/(N+1)), no unit:
 N=7, p=1..7: 2.8478 2.4142 1.7654 1.0000 0.2346 -0.4142 -0.8478
 N=8, p=1..8: 2.8794 2.5321 2.0000 1.3473 0.6527 0.0000 -0.5321 -0.8794
 N=9, p=1..9: 2.9021 2.6180 2.1756 1.6180 1.0000 0.3820 -0.1756 -0.6180 -0.9021
Main results from diagonalization:
 N=7: width 14.030 a0, gap-setting mode p=5
   gap/t = 0.46927, gap = 0.09385 Ry = 1.2769 eV
   delta = 0.13090 rad, wide-ribbon estimate = 0.09069 Ry
 N=8: width 16.368 a0, gap-setting mode p=6
   gap/t = 0.00000, gap = 0.00000 Ry = 0.0000 eV
 N=9: width 18.706 a0, gap-setting mode p=7
   gap/t = 0.35114, gap = 0.07023 Ry = 0.9555 eV
   delta = 0.10472 rad, wide-ribbon estimate = 0.07255 Ry
Families, gap from diagonalization:
 N=4, N mod 3 = 1: gap = 0.15279 Ry
 N=5, N mod 3 = 2: gap = 0.00000 Ry
 N=6, N mod 3 = 0: gap = 0.09879 Ry
 N=7, N mod 3 = 1: gap = 0.09385 Ry
 N=8, N mod 3 = 2: gap = 0.00000 Ry
 N=9, N mod 3 = 0: gap = 0.07023 Ry
 N=10, N mod 3 = 1: gap = 0.06767 Ry
 N=11, N mod 3 = 2: gap = 0.00000 Ry
 N=12, N mod 3 = 0: gap = 0.05445 Ry
N=8 band slope at small k = 0.81000 Ry a0
N=8 at the zone edge k = pi/L:
 sine-shaped band = 0.28284 Ry
 lowest conduction energy = 0.21172 Ry
N=8, edge dimer hopping raised by 10 percent:
 gap = 0.01289 Ry = 0.1754 eV
 first-order gap = 0.01333 Ry
largest band error, N=2,7,8,9: 1.0e-15 Ry
largest gap error, N=2..30: 4.2e-16 Ry
all assertions hold
```
